# Underlayer Electrons and Resist Exposure: Absorption Alone Does Not Decide: test program

```python
"""Electrons from an absorbing underlayer that are trapped in a resist.

Result under test: with Q = electrons created per volume, tau = trapping time,
L = diffusion length and w = L/tau, the net number entering resist per area is
  J = (Q_u*tau_u - Q_r*tau_r) / (1/w_u + 1/w_r + 1/s).
u = underlayer (z < 0), r = resist (z > 0), s = interface transfer speed.
Each origin contributes separately; the added profile decays as exp(-z/L_r).
Electron speed is the unit of speed, so times are path lengths in nm.
An independent random-flight simulation does not assume diffusion.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.special import expn

rng = np.random.default_rng(7241)

# Rough typical or model inputs
wavelength = 13.5          # nm
dose = 10.0                # mJ/cm2, local dose near a feature edge
thick_r, thick_u = 35.0, 10.0       # nm
alpha_r, alpha_u = 0.005, 0.030     # 1/nm
electrons_per_photon = 2.0
path_r, path_u = 1.0, 0.6           # nm, mean flight length
trap_r, trap_u = 0.05, 0.10         # trapping probability per collision
mean_energy = 3.0                   # eV, effective value for charging estimate
permittivity = 3.0                  # relative, resist
site_density = 0.30                 # reactive sites per nm3
fast_flight = 1.0                   # nm
delta_index = 0.03                  # difference in real refractive index

# Photon ledger
photon_joule = const.h * const.c / (wavelength * 1e-9)
photon_ev = photon_joule / const.e
fluence_top = dose * 1e-3 / 1e14 / photon_joule
fluence = fluence_top * np.exp(-alpha_r * thick_r)
Q_r = electrons_per_photon * alpha_r * fluence
Q_u = electrons_per_photon * alpha_u * fluence

# Transport quantities
D_r, D_u = path_r / 3, path_u / 3
tau_r, tau_u = path_r / trap_r, path_u / trap_u
L_r, L_u = np.sqrt(D_r * tau_r), np.sqrt(D_u * tau_u)


def resistance(p_under, p_resist, transmission=1.0):
    """Total transfer resistance in units of inverse electron speed."""
    return (np.sqrt(3 / p_under) + np.sqrt(3 / p_resist)
            + 4 * (1 - transmission) / transmission)


R = resistance(trap_u, trap_r)
gross_in = Q_u * tau_u / R
gross_out = Q_r * tau_r / R
net = gross_in - gross_out
fate_resist = np.sqrt(trap_r) / (np.sqrt(trap_r) + np.sqrt(trap_u))

# Finite-volume solver on the complete two-layer stack
dz = 0.05
n_u, n_r = round(thick_u / dz), round(thick_r / dz)
n_all = n_u + n_r
z = (np.arange(n_all) - n_u + 0.5) * dz
resist = z > 0
D = np.where(resist, D_r, D_u)
tau = np.where(resist, tau_r, tau_u)
theta = 2 * mean_energy / 3


def bernoulli(x):
    small = np.abs(x) < 1e-6
    safe = np.where(small, 1.0, x)
    return np.where(small, 1 - x / 2, safe / np.expm1(safe))


def trapped_density(source, transmission=1.0, energy_step=None):
    """Trapped density for a source; energy_step is in eV between cells."""
    half = dz / (2 * D)
    face = half[:-1] + half[1:]
    face[n_u - 1] += 4 * (1 - transmission) / transmission
    x = np.zeros(n_all - 1) if energy_step is None else energy_step / theta
    up, down = bernoulli(x) / face, bernoulli(-x) / face
    band = np.zeros((3, n_all))
    band[1] = dz / tau
    band[1, :-1] += up
    band[1, 1:] += down
    band[0, 1:] = -down
    band[2, :-1] = -up
    density = solve_banded((1, 1), band, dz * source)
    return density / (tau[:, None] if density.ndim == 2 else tau)


source_by_origin = np.column_stack((np.where(resist, 0.0, Q_u),
                                    np.where(resist, Q_r, 0.0)))
for transmission in (1.0, 0.5):
    numeric = trapped_density(source_by_origin, transmission)[resist]
    R_t = resistance(trap_u, trap_r, transmission)
    decay = np.exp(-z[resist] / L_r)
    from_u = Q_u * tau_u / R_t / L_r * decay
    from_r = Q_r - Q_r * tau_r / R_t / L_r * decay
    assert np.max(np.abs(numeric[:, 0] - from_u)) < 2e-3 * Q_r
    assert np.max(np.abs(numeric[:, 1] - from_r)) < 2e-3 * Q_r


# Random flights: position is measured in mean free paths of the local medium
def flight_ends(start, p_under, p_resist, transmission=1.0):
    position = start.copy()
    ends = []
    while position.size:
        size = position.size
        step = rng.uniform(-1, 1, size) * rng.exponential(size=size)
        new = position + step
        if transmission < 1:
            reflected = ((new * position < 0)
                         & (rng.random(size) > transmission))
            new[reflected] *= -1
        stopped = rng.random(size) < np.where(new > 0, p_resist, p_under)
        ends.append(new[stopped])
        position = new[~stopped]
    return np.concatenate(ends)


def transfer(side, p_under, p_resist, transmission=1.0, count=200000):
    """Transferred electrons per area / (Q*tau), and mean final distance."""
    p_start = p_resist if side > 0 else p_under
    depth = 8 / np.sqrt(3 * p_start)
    start = side * (np.arange(count) + 0.5) / count * depth
    ends = flight_ends(start, p_under, p_resist, transmission)
    moved = ends * side < 0
    return depth * np.mean(moved) * p_start, np.mean(np.abs(ends[moved]))


mc_in, mc_height = transfer(-1, trap_u, trap_r)
mc_out, _ = transfer(1, trap_u, trap_r)
mc_half, _ = transfer(-1, trap_u, trap_r, 0.5)
# Diffusion omits corrections of the order of the trapping probability.
assert abs(mc_in * R - 1) < 0.10
assert abs(mc_out * R - 1) < 0.10
assert abs(mc_half * resistance(trap_u, trap_r, 0.5) - 1) < 0.10
assert abs(mc_height * path_r / L_r - 1) < 0.10
# Equality of these two is the reciprocity behind the sign criterion.
assert abs(mc_in / mc_out - 1) < 0.05
weak_u, weak_r = trap_u / 4, trap_r / 4
for side in (-1, 1):
    weak_transfer, _ = transfer(side, weak_u, weak_r)
    assert abs(weak_transfer * resistance(weak_u, weak_r) - 1) < 0.05
born_at_interface = flight_ends(np.full(50000, 1e-12), weak_u, weak_r)
mc_fate = np.mean(born_at_interface > 0)
assert abs(mc_fate - fate_resist) < 0.02
one_medium = flight_ends(np.zeros(100000), trap_r, trap_r)
mc_square = np.mean(one_medium**2) * path_r**2
assert abs(mc_square / (2 * L_r**2) - 1) < 0.05

# Net gain changes sign at a critical underlayer absorption
alpha_critical = alpha_r * tau_r / tau_u
alpha_modest = 2 * alpha_r


def numerical_net(alpha):
    source = np.where(resist, Q_r, electrons_per_photon * alpha * fluence)
    return np.sum((trapped_density(source) - source)[resist]) * dz


net_modest = numerical_net(alpha_modest)
assert abs(numerical_net(alpha_critical)) < 1e-8
assert numerical_net(0.9 * alpha_critical) < 0
assert numerical_net(1.1 * alpha_critical) > 0

# Reach and share in the lowest 5 nm
C_from_u = gross_in / L_r
C_from_r = Q_r - gross_out / L_r
C_total = C_from_u + C_from_r
reach = L_r * np.log(C_from_u / (0.1 * Q_r))
slab = 5.0
inside = 1 - np.exp(-slab / L_r)
share_slab = gross_in * inside / (slab * Q_r + net * inside)
fv_profile = trapped_density(source_by_origin)
low = resist & (z < slab)
fv_share = np.sum(fv_profile[low, 0]) / np.sum(fv_profile[low])
assert abs(fv_share - share_slab) < 0.002

# Light attenuation and finite layers
light = np.where(resist, fluence * np.exp(alpha_r * z),
                 fluence * np.exp(alpha_u * z))
source_light = electrons_per_photon * np.where(resist, alpha_r, alpha_u) * light
net_light = np.sum((trapped_density(source_light) - source_light)[resist]) * dz

# One fast flight before the low-energy electrons are created
test_height = 0.7
cosine = rng.uniform(-1, 1, 400000)
flight = rng.exponential(size=cosine.size)
crossing = np.mean(test_height + cosine * flight < 0)
assert abs(crossing - expn(2, test_height) / 2) < 0.004
smear = 0.5 * (Q_u - Q_r) * expn(2, np.abs(z) / fast_flight)
source_fast = np.where(resist, Q_r + smear, Q_u - smear)
net_fast = np.sum((trapped_density(source_fast) - Q_r)[resist]) * dz

# Charging without neutralisation; the underlayer is an equipotential
coupling = const.e / (const.epsilon_0 * permittivity) * 1e9   # V nm


def charged_exposure(steps):
    trapped = np.zeros((n_all, 2))
    energy_step = np.zeros(n_all - 1)
    for number in range(1, steps + 1):
        trapped += trapped_density(source_by_origin / steps,
                                   energy_step=energy_step)
        excess = np.where(resist, trapped.sum(axis=1) - Q_r * number / steps, 0)
        above = np.cumsum(excess[::-1])[::-1] * dz
        energy_step = coupling * above[1:] * dz
        energy_step[:n_u - 1] = 0
        energy_step[n_u - 1] *= 0.5
    return trapped, above[n_u], energy_step.sum()


charged, net_charged, potential_charged = charged_exposure(200)
_, net_coarse, _ = charged_exposure(100)
assert abs(net_coarse / net_charged - 1) < 0.02
assert 0 < net_charged < net
share_charged = charged[n_u, 0] / charged[n_u].sum()
field_free = coupling * net * 10
field_charged = coupling * net_charged * 10

# Reactive-site consumption if every trapped electron hits a random site
site_load = C_total / site_density
site_loss = 1 - (1 - np.exp(-site_load)) / site_load
sites = 300000
hits = round(site_load * sites)
distinct = np.unique(rng.integers(sites, size=hits)).size
assert abs((1 - distinct / hits) - site_loss) < 0.005

# Reflection at the buried interface
k_r = alpha_r * wavelength / (4 * np.pi)
k_u = alpha_u * wavelength / (4 * np.pi)
index_r, index_u = 1 + 1j * k_r, 1 - delta_index + 1j * k_u
ripple = 2 * abs((index_r - index_u) / (index_r + index_u))
net_half = (Q_u * tau_u - Q_r * tau_r) / resistance(trap_u, trap_r, 0.5)

print(f"wavelength {wavelength:.1f} nm; photon energy {photon_ev:.2f} eV")
print(f"local dose {dose:.1f} mJ/cm2")
print(f"resist, underlayer thickness {thick_r:.0f}, {thick_u:.0f} nm")
print(f"absorption resist, underlayer {alpha_r*1e3:.0f}, {alpha_u*1e3:.0f} 1/um")
print(f"electrons per absorbed photon {electrons_per_photon:.0f}")
print(f"flight length resist, underlayer {path_r:.1f}, {path_u:.1f} nm")
print(f"trap probability resist, underlayer {trap_r:.2f}, {trap_u:.2f}")
print(f"photon fluence top, interface {fluence_top:.3f}, {fluence:.3f} 1/nm2")
print(f"created density Q_r, Q_u {Q_r:.4f}, {Q_u:.4f} 1/nm3")
print(f"v*tau resist, underlayer {tau_r:.1f}, {tau_u:.1f} nm")
print(f"diffusion length resist, underlayer {L_r:.3f}, {L_u:.3f} nm")
print(f"w/v resist, underlayer {L_r/tau_r:.4f}, {L_u/tau_u:.4f}")
print(f"transfer resistance v*R {R:.3f}")
print(f"source-time ratio Q_u*tau_u/(Q_r*tau_r) {Q_u*tau_u/(Q_r*tau_r):.3f}")
print(f"interface-born electron ends in resist: probability {fate_resist:.3f}")
print(f"same, random flights at quarter trapping {mc_fate:.3f}")
print(f"gross into resist {gross_in:.4f} 1/nm2")
print(f"gross out of resist {gross_out:.4f} 1/nm2")
print(f"net into resist {net:.4f} 1/nm2")
print(f"interface trapped, underlayer-born {C_from_u:.4f} 1/nm3")
print(f"interface trapped, resist-born {C_from_r:.4f} 1/nm3")
print(f"interface trapped, total {C_total:.4f} 1/nm3")
print(f"interface total / isolated resist {C_total/Q_r:.3f}")
print(f"underlayer share at interface {100*C_from_u/C_total:.1f} %")
print(f"underlayer share in lowest {slab:.0f} nm {100*share_slab:.1f} %")
print(f"underlayer-born density equals 0.1 Q_r at {reach:.2f} nm")
print(f"gross entry / electrons created in resist at uniform Q_r "
      f"{100*gross_in/(Q_r*thick_r):.1f} %")
print(f"critical underlayer absorption {alpha_critical*1e3:.2f} 1/um")
print(f"net at underlayer absorption {alpha_modest*1e3:.0f} 1/um: "
      f"{net_modest:.4f} 1/nm2")
print(f"random-flight/diffusion transfer, in {mc_in*R:.3f}, out {mc_out*R:.3f}")
print(f"random-flight mean height in resist {mc_height*path_r:.3f} nm")
print(f"net with interface transmission 0.5: {net_half:.4f} 1/nm2")
print(f"net with light attenuation and finite layers {net_light:.4f} 1/nm2")
print(f"net with {fast_flight:.1f} nm fast flight {net_fast:.4f} 1/nm2")
print(f"charging inputs: energy {mean_energy:.1f} eV, "
      f"relative permittivity {permittivity:.1f}")
print(f"field implied by uncharged-model net {field_free:.2f} MV/cm")
print(f"potential implied by uncharged-model net {coupling*net*L_r:.2f} V")
print(f"self-consistent charged net {net_charged:.4f} 1/nm2")
print(f"self-consistent interface field {field_charged:.2f} MV/cm")
print(f"self-consistent electron energy rise {potential_charged:.2f} eV")
print(f"charged underlayer share at interface {100*share_charged:.1f} %")
print(f"reactive-site density {site_density:.2f} 1/nm3")
print(f"event loss from site consumption at interface {100*site_loss:.1f} %")
print(f"real-index difference {delta_index:.3f}")
print(f"optical intensity ripple amplitude {100*ripple:.1f} %")
print("tests ok")
```

Running it gives:

```
wavelength 13.5 nm; photon energy 91.84 eV
local dose 10.0 mJ/cm2
resist, underlayer thickness 35, 10 nm
absorption resist, underlayer 5, 30 1/um
electrons per absorbed photon 2
flight length resist, underlayer 1.0, 0.6 nm
trap probability resist, underlayer 0.05, 0.10
photon fluence top, interface 6.796, 5.705 1/nm2
created density Q_r, Q_u 0.0570, 0.3423 1/nm3
v*tau resist, underlayer 20.0, 6.0 nm
diffusion length resist, underlayer 2.582, 1.095 nm
w/v resist, underlayer 0.1291, 0.1826
transfer resistance v*R 13.223
source-time ratio Q_u*tau_u/(Q_r*tau_r) 1.800
interface-born electron ends in resist: probability 0.414
same, random flights at quarter trapping 0.418
gross into resist 0.1553 1/nm2
gross out of resist 0.0863 1/nm2
net into resist 0.0690 1/nm2
interface trapped, underlayer-born 0.0602 1/nm3
interface trapped, resist-born 0.0236 1/nm3
interface trapped, total 0.0838 1/nm3
interface total / isolated resist 1.469
underlayer share at interface 71.8 %
underlayer share in lowest 5 nm 38.6 %
underlayer-born density equals 0.1 Q_r at 6.08 nm
gross entry / electrons created in resist at uniform Q_r 7.8 %
critical underlayer absorption 16.67 1/um
net at underlayer absorption 10 1/um: -0.0345 1/nm2
random-flight/diffusion transfer, in 0.984, out 0.978
random-flight mean height in resist 2.620 nm
net with interface transmission 0.5: 0.0530 1/nm2
net with light attenuation and finite layers 0.0630 1/nm2
net with 1.0 nm fast flight 0.0882 1/nm2
charging inputs: energy 3.0 eV, relative permittivity 3.0
field implied by uncharged-model net 4.16 MV/cm
potential implied by uncharged-model net 1.08 V
self-consistent charged net 0.0570 1/nm2
self-consistent interface field 3.44 MV/cm
self-consistent electron energy rise 0.66 eV
charged underlayer share at interface 70.7 %
reactive-site density 0.30 1/nm3
event loss from site consumption at interface 12.8 %
real-index difference 0.030
optical intensity ripple amplitude 4.1 %
tests ok
```
